\section*{Nondegenerate Injection Velocity of a (100) Silicon Channel along [100]}

\section*{Problem}

An n-channel transistor has a thin silicon film as its channel. The film normal is $z=[001]$ and the current flows along $x=[100]$. At the top of the source barrier the electrons that move towards the drain are in equilibrium with the source. The drain bias is large enough to suppress the stream from the drain. The injection velocity $v_{\rm inj}$ is the mean of $v_x$ over these forward-moving electrons.

Silicon has six equivalent conduction valleys, two on each cubic axis, with mass $m_l$ along the valley axis and $m_t<m_l$ across it. Confinement along $z$ splits them into an unprimed ladder (the two valleys on the $z$ axis) and a primed ladder (the other four). Let $\Delta$ be the lowest primed level minus the lowest unprimed level. Assume parabolic valleys, ballistic motion and Boltzmann statistics.

\begin{enumerate}
\item Find the forward density and mean forward velocity of one valley.
\item With one subband per ladder, find $v_{\rm inj}(\Delta)$. Discuss its limits, its steepest point, and the splitting needed for a given fraction of its upper limit.
\item Include all subbands and find the limit of a thick film without an electric field.
\item Evaluate the result for a 5 nm film at 300 K with hard walls, $m_l=0.916\,m_e$ and $m_t=0.19\,m_e$. Estimate the effects left out.
\end{enumerate}

\section*{Solution}

\subsection*{1. One valley}

Let the subband bottom be $E$ and the in-plane masses $m_x,m_y$, with principal axes along $x$ and $y$. The occupation is
\[
f=e^{(\mu-E)/kT}\exp\left[-\frac{\hbar^2}{2kT}\left(\frac{k_x^2}{m_x}+\frac{k_y^2}{m_y}\right)\right].
\]
The Gaussian integral over the whole plane is $2\pi\sqrt{m_xm_y}\,kT/\hbar^2$, and the forward half $k_x>0$ gives half of it. The density of states in $\mathbf k$ is $2/(2\pi)^2$, where the 2 counts spin. Hence
\begin{equation}
n^+=\frac{\sqrt{m_xm_y}\,kT}{2\pi\hbar^2}\,e^{(\mu-E)/kT}. \label{density}
\end{equation}
In the mean of $v_x=\hbar k_x/m_x$ the $k_y$ integrals cancel:
\begin{equation}
\langle v_x\rangle_+=
\frac{\int_0^\infty(\hbar k_x/m_x)\,e^{-\hbar^2k_x^2/2m_xkT}\,dk_x}
{\int_0^\infty e^{-\hbar^2k_x^2/2m_xkT}\,dk_x}
=\frac{kT/\hbar}{\frac12\sqrt{2\pi m_xkT}/\hbar}
=\sqrt{\frac{2kT}{\pi m_x}}. \label{onevalley}
\end{equation}
The transport mass sets the velocity, while both in-plane masses set the weight.

\subsection*{2. Two ladders}

Define
\[
r=\sqrt{m_l/m_t},\qquad v_t=\sqrt{2kT/(\pi m_t)},\qquad x=e^{-\Delta/kT}.
\]
From here on $x$ denotes this Boltzmann factor, except as a subscript or where an axis or a position is named. The valleys form three pairs:
\[
\begin{array}{lccc}
\text{valley axis} & (m_x,m_y) & \text{relative density} & \text{velocity}\\
z\ \text{(unprimed)} & (m_t,m_t) & 1 & v_t\\
x\ \text{(primed)} & (m_l,m_t) & rx & v_t/r\\
y\ \text{(primed)} & (m_t,m_l) & rx & v_t
\end{array}
\]
The density column follows from \eqref{density}, since $\sqrt{m_lm_t}=r\,m_t$. Each row contains two valleys, so that factor cancels, but the primed ladder occupies two rows. Total flux divided by total density is
\begin{equation}
v_{\rm inj}=v_t\,\frac{1+rx\cdot\frac1r+rx}{1+rx+rx}
=v_t\,\frac{1+(1+r)x}{1+2rx}. \label{main}
\end{equation}

To read this result, introduce the primed share of the electrons, $p=2rx/(1+2rx)$. The two primed pairs are equally populated, so their common mean velocity is
\[
\frac{v_t}{2}\left(1+\frac1r\right)=v_t\left(1-\frac{r-1}{2r}\right).
\]
Weighting the ladders by $1-p$ and $p$ gives
\begin{equation}
v_{\rm inj}=v_t\left[1-p\,\frac{r-1}{2r}\right]. \label{share}
\end{equation}
A larger splitting empties the primed ladder and so raises the velocity. The gain comes entirely from the pair with transport mass $m_l$, because the other primed pair is as fast as the unprimed one. For $r=1$ the dependence on $\Delta$ disappears.

\paragraph{Limits.} For $\Delta\gg kT$, $v_{\rm inj}\to v_t$. For $\Delta\to-\infty$, an inverted order of the ladders, $v_{\rm inj}\to v_t(1+r)/(2r)$. At $\Delta=0$ we have $x=1$ and $v_{\rm inj}=v_t(2+r)/(1+2r)$.

\paragraph{Steepest point.} From $p/(1-p)=2re^{-\Delta/kT}$, taking the logarithm and differentiating gives
\[
\frac{dp}{p(1-p)}=-\frac{d\Delta}{kT}
\quad\Rightarrow\quad
\frac{dv_{\rm inj}}{d\Delta}=v_t\,\frac{r-1}{2r}\,\frac{p(1-p)}{kT}.
\]
This is largest at $p=\frac12$, that is, at
\begin{equation}
\Delta=kT\ln(2r),\qquad
\left.\frac{dv_{\rm inj}}{d\Delta}\right|_{\max}=\frac{v_t(r-1)}{8r\,kT}.
\end{equation}

\paragraph{Splitting for a given fraction.} Set $v_{\rm inj}=fv_t$ in \eqref{main}. Then $f+2rfx=1+(1+r)x$, so $x(2rf-1-r)=1-f$ and
\begin{equation}
\Delta=kT\ln\frac{2rf-1-r}{1-f},\qquad \frac{1+r}{2r}<f<1. \label{inverse}
\end{equation}

\paragraph{Numbers at 300 K.} Here $kT=25.85$ meV, $r=2.196$ and $v_t=1.234\times10^7$ cm/s. The heavy primed pair moves at $0.562\times10^7$ cm/s and the primed ladder as a whole at $0.898\times10^7$ cm/s. Equation \eqref{main} gives
\[
\begin{array}{cccc}
\Delta\ (\text{meV}) & p & v_{\rm inj}\ (10^7\ \text{cm/s}) & v_{\rm inj}/v_t\\
0 & 0.815 & 0.961 & 0.778\\
25 & 0.625 & 1.024 & 0.830\\
50 & 0.388 & 1.104 & 0.894\\
75 & 0.194 & 1.169 & 0.947\\
100 & 0.084 & 1.206 & 0.977\\
150 & 0.013 & 1.230 & 0.996
\end{array}
\]
At zero splitting the primed share exceeds the valley fraction $4/6$, because each primed valley also has $r$ times the density of states. The steepest point lies at 38 meV, where 1 meV changes the velocity by $3.3\times10^4$ cm/s. For $f=0.95$, \eqref{inverse} gives $\Delta=25.85\ln(0.976/0.05)=77$ meV, about $3kT$. Direct integration over the six valleys at seven splittings from $-200$ to $200$ meV agrees with \eqref{main} to one part in $10^7$.

\paragraph{Another direction.} For transport along [110] the axes of the primed valleys lie at $45^\circ$ to the current. With mass tensor $M$, the Boltzmann distribution of $v_x$ is Gaussian with variance $kT(M^{-1})_{xx}=\frac{kT}{2}(1/m_l+1/m_t)$, and the mean over $v_x>0$ is $\sqrt{2/\pi}$ times its standard deviation. All four primed valleys then have the velocity $0.959\times10^7$ cm/s. This average of inverse masses is correct for [110] but wrong for [100], where the velocities of two different pairs must be averaged.

\subsection*{3. All subbands}

In this model every subband of a valley has the same in-plane masses. Its velocity is therefore unchanged, and its density acquires its own Boltzmann factor. Equation \eqref{main} survives with $x$ replaced by
\begin{equation}
X=\frac{\sum_j e^{-E'_j/kT}}{\sum_i e^{-E_i/kT}}, \label{X}
\end{equation}
where primed energies belong to the primed ladder. The effective splitting is $-kT\ln X$.

For hard walls a distance $t$ apart, the levels are
\[
E_n=\frac{\hbar^2\pi^2n^2}{2m_zt^2},
\]
with $m_z=m_l$ in the unprimed and $m_z=m_t$ in the primed ladder. In a thick film each sum tends to an integral,
\[
\sum_n e^{-an^2}\to\tfrac12\sqrt{\pi/a},\qquad a=\frac{\hbar^2\pi^2}{2m_zt^2kT},
\]
which is proportional to $\sqrt{m_z}$. Thus $X\to\sqrt{m_t/m_l}=1/r$ and
\begin{equation}
v_{\rm inj}\to v_t\,\frac{1+(1+r)/r}{1+2}=\frac{v_t}{3}\left(2+\frac1r\right)=0.818\,v_t.
\end{equation}
This is the bulk average: three equally populated pairs, two of them fast. It differs from the one-subband value $0.778\,v_t$ at $\Delta=0$. As the film thickens the lowest splitting vanishes, but the unprimed ladder has more closely spaced levels, which restore the equal population of the valleys.

\subsection*{4. The 5 nm film}

The lowest unprimed levels are 16.4, 65.7 and 147.8 meV; the lowest primed level is 79.2 meV. Hence $\Delta=62.7$ meV and $x=0.0883$. The second unprimed level lies below the first primed one and holds about 13\% of the unprimed electrons, so we keep it, although its effect on the velocity is below 1\%. Measured from the lowest level, the ladder sums are 1.155 and 0.0883, so
\[
X=\frac{0.0883}{1.155}=0.0765,\qquad
\frac{v_{\rm inj}}{v_t}=\frac{1+3.196\times0.0765}{1+4.391\times0.0765}=0.932 .
\]
The effective splitting is 66.5 meV and
\[
v_{\rm inj}=1.15\times10^7\ \text{cm/s}=1.15\times10^5\ \text{m/s}.
\]
The lowest subbands alone would give $1.14\times10^7$ cm/s. At a density of $10^{11}$ cm$^{-2}$ the ballistic current per width is $env_{\rm inj}=18.4\ \mu$A/$\mu$m. For other thicknesses at the same temperature,
\[
\begin{array}{lccccc}
t\ (\text{nm}) & 3 & 4 & 6 & 8 & 10\\
\Delta\ (\text{meV}) & 174 & 98 & 44 & 25 & 16\\
v_{\rm inj}\ (10^7\ \text{cm/s}) & 1.233 & 1.205 & 1.105 & 1.061 & 1.044
\end{array}
\]
Within this model, thinning the film from 4 to 3 nm gains only about 2\%.

\subsection*{Effects left out}

Each estimate below changes one assumption for the 5 nm film and keeps the others. Percentages are relative to $1.15\times10^7$ cm/s unless stated otherwise.

\paragraph{Degeneracy.} For one unprimed level let $\zeta=e^{(\mu-E)/kT}$. With $\varepsilon$ the kinetic energy over $kT$, the Fermi function is $\zeta e^{-\varepsilon}-\zeta^2e^{-2\varepsilon}+\dots$. The second term is a Boltzmann distribution at half the temperature: its density carries a factor $1/2$ and its velocity a factor $1/\sqrt2$. Therefore
\[
\frac{v}{v_t}=\frac{\zeta-\zeta^2/2^{3/2}+\dots}{\zeta-\zeta^2/2+\dots}
\simeq1+\left(\frac12-\frac1{2\sqrt2}\right)\frac nN,\qquad
N=\frac{m_tkT}{\pi\hbar^2},
\]
where $N$ follows from \eqref{density} for two valleys and equals $2.05\times10^{12}$ cm$^{-2}$. At $n=10^{12}$ cm$^{-2}$ this gives about 7\%. Fermi--Dirac integration over all levels of the film gives only 2.4\%. The other levels share the charge, which lowers $\zeta$. They also gain weight: $\ln(1+\zeta x)>x\ln(1+\zeta)$ for $0<x<1$, so a higher level holds more than its Boltzmann share, and the primed levels are slower on average. At $10^{13}$ cm$^{-2}$ the increase is 13\%, with the levels held fixed.

\paragraph{Oxide walls.} Let the walls be 3.1 eV high with mass $m_b=0.5\,m_e$, both rough values. Continuity of $\psi$ and $\psi'/m$ for the lowest state gives $(k/m_z)\tan(kt/2)=\kappa/m_b$, with $\kappa$ the decay constant in the oxide. For small $km_b/(m_z\kappa)$ this becomes $k[t+2m_b/(m_z\kappa)]\simeq\pi$. The film acts as if it were thicker, more so for the small $m_z$ of the primed ladder. The full solution lowers $\Delta$ to 43 meV and the velocity by 4.7\%.

\paragraph{Gate field.} The field of a one-sided sheet of $10^{12}$ cm$^{-2}$, 0.155 MV/cm, taken as constant across the film, raises $\Delta$ to 65.7 meV and the velocity by 0.5\%. The charge screens this field across the film, so this is an upper estimate.

\paragraph{Nonparabolicity.} Replace the parabolic energy $\gamma$, confinement included, by the solution of $E(1+\alpha E)=\gamma$ with a rough $\alpha=0.5$ eV$^{-1}$. Then $dE/d\gamma=(1+4\alpha\gamma)^{-1/2}<1$. This lowers the velocity at a given $\mathbf k$ and compresses the splitting. The velocity falls by 4.0\%.

\paragraph{Temperature.} At 400 K, $v_t$ rises to $1.425\times10^7$ cm/s but $X$ rises to 0.128. The net velocity is $1.285\times10^7$ cm/s, or 12\% higher.

\paragraph{Tunnelling.} Let the barrier be an inverted parabola that falls by $kT$ over $\ell=5$ nm, so $\omega=\sqrt{2kT/m_x}/\ell$. Let $\epsilon$ be the energy above its top in units of $\hbar\omega$ and $s$ the position in units of $\sqrt{\hbar/m_x\omega}$. The transmitted wave is $s^{-1/2+i\epsilon}e^{is^2/2}$ at large $s$. Continued to negative $s$ through the upper half plane, where it ends as the dominant exponential and so keeps its coefficient, it becomes the reflected wave, with its modulus multiplied by $|(e^{i\pi})^{i\epsilon}|=e^{-\pi\epsilon}$. Flux conservation gives an incident flux $1+e^{-2\pi\epsilon}$ and hence a transmission $1/(1+e^{-2\pi\epsilon})$. Its thermal average, relative to a classical barrier, is
\[
\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi ykT/\hbar\omega}}=\frac{u}{\sin u},\qquad u=\frac{\hbar\omega}{2kT},
\]
by the standard integral $\int e^{-ay}(1+e^{-y})^{-1}dy=\pi/\sin\pi a$ for $0<a<1$. The factor is 1.054 for $m_t$ and 1.011 for $m_l$. The total flux rises by 5.1\% at fixed barrier height and source potential.

\paragraph{Scattering.} Let $F^\pm$ be the forward and backward fluxes, both with speed $v$, and $\lambda$ the mean free path for backscattering:
\[
\frac{dF^+}{dx}=\frac{dF^-}{dx}=-\frac{J}{\lambda},\qquad J=F^+-F^- .
\]
Here $x$ is position. $J$ is constant, and $nv=F^++F^-$ gives $J=-(v\lambda/2)\,dn/dx$, so the diffusion constant is $D=v\lambda/2$. Suppose that no electron returns from beyond $\ell$. Then $F^-(\ell)=0$, $F^-(0)=J\ell/\lambda$ and $F^+(0)=J(1+\ell/\lambda)$, so the reflected fraction is $R=\ell/(\ell+\lambda)$. The mean velocity at the barrier top becomes $v_{\rm inj}(1-R)/(1+R)$. A rough mobility of 300 cm$^2$/Vs gives $D=\mu_nkT/e=7.8$ cm$^2$/s, $\lambda=13.5$ nm and $R=0.27$ for $\ell=5$ nm. The factor is 0.57 and the mean velocity $0.66\times10^7$ cm/s. This value rests on the equal speed of the two fluxes, on the neglect of the field in the layer and on the absence of return from beyond $\ell$. With isotropic elastic scattering in two dimensions at the same mobility, the factor ranges from about 0.4 to 0.65, depending on the field and on the length over which electrons can still return.

\subsection*{The model and a real transistor}

A 5 nm film is in the range of thin-body silicon transistors, and the masses are rough standard values for silicon. The Boltzmann result suits low channel densities, near and below threshold. In the on state, with densities of order $10^{13}$ cm$^{-2}$, the 13\% found above for degeneracy is not a full estimate, because it holds the levels fixed. A constant field of 0.77 MV/cm, half that of a one-sided sheet of this density, widens the splitting to about 106 meV, and field and degeneracy together then raise the velocity by roughly a third. This is an upper estimate for gating from one side, because the charge screens the field. Solving the levels and the charge together (hard walls, Hartree potential, parabolic valleys) gives about 93 meV and a rise of 27\% for one gate, and only about 66 meV and 15\% for a symmetric double gate, where the field hardly widens the splitting. Nonparabolicity lowers both rises further. Among the separate estimates of the previous section, the largest change comes from giving up ballistic motion: with the rough mobility and layer length used, scattering lowers the mean velocity by about 43\% in the two-flux model, a figure that depends strongly on its assumptions. Strain, which also shifts the ladders, can be included by adding its relative shift to every $E'_j$ in \eqref{X}, provided that it shifts all four primed valleys equally and leaves the masses unchanged. Further digits are listed in the numerical output, except for the on-state estimates with a gate field and the range quoted for scattering.

\section*{Numbers as computed}
\begin{verbatim}
masses m_l, m_t: 0.916, 0.190 m_e; r = 2.1957
T = 300 K, kT = 25.85 meV
all velocities v below in 1e7 cm/s
v_t (light mass) = 1.2343
v of heavy primed pair = 0.5621
v of primed ladder = 0.8982, ratio 0.7277
same from averaged 1/m (wrong) = 0.9590
split 0 meV: primed share 0.8145, v 0.9606, v/v_t 0.7782
split 25 meV: primed share 0.6254, v 1.0241, v/v_t 0.8297
split 50 meV: primed share 0.3883, v 1.1038, v/v_t 0.8943
split 75 meV: primed share 0.1944, v 1.1690, v/v_t 0.9471
split 100 meV: primed share 0.0841, v 1.2061, v/v_t 0.9771
split 150 meV: primed share 0.0131, v 1.2299, v/v_t 0.9964
split 200 meV: primed share 0.0019, v 1.2337, v/v_t 0.9995
steepest at split 38.25 meV
slope there 0.00325 (1e7 cm/s)/meV
split for v/v_t = 0.95: 76.8 meV
film 5 nm: unprimed levels 1-3 (meV): 16.42 65.68 147.78
primed levels 1-2 (meV): 79.16 316.66
lowest splitting 62.74 meV, x = 0.0883
ladder sums: unprimed 1.1550, primed 0.0883
X = 0.0765, effective splitting 66.47 meV
film v, all subbands = 1.1498, v/v_t 0.9316
film v, lowest subbands only = 1.1404
current at 1e11 cm^-2 = 18.42 uA/um
3 nm: split 174.3 meV, v 1.2326
4 nm: split 98.0 meV, v 1.2054
6 nm: split 43.6 meV, v 1.1046
8 nm: split 24.5 meV, v 1.0608
10 nm: split 15.7 meV, v 1.0439
thick-film limit v/v_t = 0.8185
one-subband zero-split v/v_t = 0.7782
N (unprimed, forward) = 2.052 e12 cm^-2
Fermi-Dirac n = 1e+11 cm^-2: v 1.1529, change +0.3 %
Fermi-Dirac n = 1e+12 cm^-2: v 1.1779, change +2.4 %
Fermi-Dirac n = 5e+12 cm^-2: v 1.2505, change +8.8 %
Fermi-Dirac n = 1e+13 cm^-2: v 1.3020, change +13.2 %
oxide wall 3.1 eV, mass 0.5 m_e: split 43.09 meV
  v 1.0953, change -4.7 %
gate field 0.155 MV/cm: split 65.71 meV
  v 1.1555, change +0.5 %
Kane 0.5 /eV: v 1.1037, change -4.0 %
400 K: v_t 1.4252, X 0.1284, v 1.2853
tunnelling, kT layer 5 nm: flux factor light 1.0536, heavy 1.0108
  whole film flux factor 1.0510
mobility 300 cm2/Vs: free path 13.5 nm
  R = 0.270, velocity factor 0.574, v 0.660
\end{verbatim}
